# Van Hove singularities of the square lattice with diagonal hopping

**Question.** Electrons move on a square lattice with one orbital per site and lattice constant 1. The hopping amplitude is $-t$ to the four nearest neighbours, with $t>0$, and $+t'$ to the four next-nearest neighbours across the diagonals. There is no interaction and no disorder. Summing the phase factors over the eight neighbours gives

$$\varepsilon(\mathbf k)=-2t(\cos k_x+\cos k_y)+4t'\cos k_x\cos k_y .$$

The density of states per site and per spin is $D(\varepsilon)=\int\frac{d^2k}{(2\pi)^2}\,\delta(\varepsilon-\varepsilon(\mathbf k))$, taken over the Brillouin zone. The filling $n$ counts electrons per site with both spins at zero temperature, so $0\le n\le 2$. Write $\tau=2t'/t$ and $w=\varepsilon/2t$.

## (a) Find the saddle points of the band and their energy $\varepsilon_v$ for every $t'\neq\pm t/2$.

**Answer.** The gradient is

$$\partial_x\varepsilon=2\sin k_x\,(t-2t'\cos k_y),\qquad \partial_y\varepsilon=2\sin k_y\,(t-2t'\cos k_x),$$

and the second derivatives are

$$\varepsilon_{xx}=2\cos k_x(t-2t'\cos k_y),\quad \varepsilon_{yy}=2\cos k_y(t-2t'\cos k_x),\quad \varepsilon_{xy}=4t'\sin k_x\sin k_y .$$

Take $t'\ge 0$ first. If both sines vanish, the stationary points are $\Gamma=(0,0)$, $M=(\pi,\pi)$, $X=(\pi,0)$ and the partner $(0,\pi)$ of $X$. At $\Gamma$ both curvatures equal $2(t-2t')$, and at $M$ both equal $-2(t+2t')$, so neither is a saddle. At $X$

$$\varepsilon_{xx}=-2t+4t',\qquad \varepsilon_{yy}=2t+4t',\qquad \varepsilon_{xy}=0 .$$

The signs are opposite for $t'<t/2$, which makes $X$ a saddle with energy $-4t'$. For $t'>t/2$ both are positive and $X$ is a minimum.

If both brackets vanish, $\cos k_x=\cos k_y=t/2t'=1/\tau$, which needs $\tau\ge1$. For $\tau>1$ these four points have $\varepsilon_{xx}=\varepsilon_{yy}=0$ and $\varepsilon_{xy}\ne0$. The Hessian determinant $-\varepsilon_{xy}^2$ is negative, so they are saddles, with energy $-4t/\tau+4t'/\tau^2=-2t^2/t'+t^2/t'=-t^2/t'$. The mixed case, one sine and one bracket, requires $\cos k=\pm1=1/\tau$ and so occurs only at $|t'|=t/2$.

For negative $t'$, shift $\mathbf k$ by $\mathbf Q=(\pi,\pi)$. Both cosines change sign and their product does not, so $\varepsilon(\mathbf k+\mathbf Q;t')=-\varepsilon(\mathbf k;-t')$. Energies are reversed and filled states become empty ones:

$$\varepsilon_v(-t')=-\varepsilon_v(t'),\qquad n_v(-t')=2-n_v(t').$$

Altogether

$$\varepsilon_v=-4t'\ \ (|t'|<t/2),\qquad \varepsilon_v=-t^2/t'\ \ (|t'|>t/2).$$

The two branches meet at $-2t$ when $t'=t/2$.

## (b) For $0\le\tau<1$, reduce $D$ to a complete elliptic integral and find its form near $\varepsilon_v$.

**Answer.** Multiplying out confirms the factorization

$$1+\tau w=(1-\tau\cos k_x)(1-\tau\cos k_y).$$

Fix $u=\cos k_x$. Then $w=-u-(1-\tau u)\cos k_y$, so $|\partial w/\partial k_y|=(1-\tau u)|\sin k_y|=\sqrt{(1-\tau u)^2-(w+u)^2}$. The four quadrants of the zone contribute equally, and $dk_x=du/\sqrt{1-u^2}$ in magnitude. With $d\varepsilon=2t\,dw$,

$$D=\frac{1}{2\pi^2t}\int\frac{du}{\sqrt{(1-u^2)\,[(1-\tau u)^2-(w+u)^2]}} ,$$

over the part of $-1<u<1$ where the bracket is positive. The bracket is a difference of squares,

$$[\,1-w-(1+\tau)u\,][\,1+w+(1-\tau)u\,]=(1-\tau^2)(u_1-u)(u-u_2),$$

$$u_1=\frac{1-w}{1+\tau},\qquad u_2=-\frac{1+w}{1-\tau}.$$

For $w>-\tau$ the roots are ordered $1>u_1>-1>u_2$. For $w<-\tau$ the order is $u_1>1>u_2>-1$. Call them $a>b>c>d$ in either case; the integral runs from $c$ to $b$. Substitute

$$\sin^2\theta=\frac{(b-d)(u-c)}{(b-c)(u-d)},\qquad m=\frac{(b-c)(a-d)}{(a-c)(b-d)} .$$

Then

$$\cos^2\theta=\frac{(c-d)(b-u)}{(b-c)(u-d)},\qquad 1-m\sin^2\theta=\frac{(c-d)(a-u)}{(a-c)(u-d)} ,$$

and differentiating $\sin^2\theta$ gives

$$\frac{du}{\sqrt{(a-u)(b-u)(u-c)(u-d)}}=\frac{2}{\sqrt{(a-c)(b-d)}}\,\frac{d\theta}{\sqrt{1-m\sin^2\theta}} .$$

As $\theta$ runs from 0 to $\pi/2$, the integral becomes $K(m)=\int_0^{\pi/2}d\theta\,(1-m\sin^2\theta)^{-1/2}$. Both orderings give

$$(a-c)(b-d)=2(u_1-u_2)=\frac{4(1+\tau w)}{1-\tau^2}.$$

Since $1-m=(a-b)(c-d)/[(a-c)(b-d)]$ and $(a-b)(c-d)=(w+\tau)^2/(1-\tau^2)$, the factors $1-\tau^2$ cancel:

$$D=\frac{K(m)}{2\pi^2t\sqrt{1+\tau w}},\qquad 1-m=\frac{(w+\tau)^2}{4(1+\tau w)} .$$

The singularity is at $m=1$, that is $w=-\tau$ or $\varepsilon=-4t'$, as found in (a). To expand $K$ there, put $\mu=1-m$ and $\varphi=\pi/2-\theta$, so that the integrand is $[\mu+(1-\mu)\sin^2\varphi]^{-1/2}$. Split at $\delta$ with $\sqrt\mu\ll\delta\ll1$. The inner part is $\int_0^\delta d\varphi/\sqrt{\mu+\varphi^2}\approx\ln(2\delta/\sqrt\mu)$, and the outer part is $\int_\delta^{\pi/2}d\varphi/\sin\varphi\approx\ln(2/\delta)$. Hence $K\approx\frac12\ln(16/\mu)$. At $\varepsilon_v$ we have $1+\tau w=1-\tau^2$, and therefore

$$D\approx\frac{1}{2\pi^2t\sqrt{1-\tau^2}}\,\ln\frac{16t\sqrt{1-\tau^2}}{|\varepsilon-\varepsilon_v|} .$$

## (c) For $0\le\tau<1$, find the filling $n_v$ at which the Fermi level reaches $\varepsilon_v$. Evaluate it for $t'=0.3t$.

**Answer.** Setting $w<-\tau$ in the dispersion gives $\cos k_y>-(\cos k_x-\tau)/(1-\tau\cos k_x)$. Define $k'$ in $[0,\pi]$ by $\cos k'=(\cos k_x-\tau)/(1-\tau\cos k_x)$. The filled states are then $|k_y|<\pi-k'$. From $\tan^2(k'/2)=(1-\cos k')/(1+\cos k')$,

$$\tan\frac{k'}2=\sqrt{\frac{1+\tau}{1-\tau}}\,\tan\frac{k_x}2,\qquad \frac{dk'}{dk_x}=\frac{\sqrt{1-\tau^2}}{1-\tau\cos k_x}.$$

Let $\beta=\tau/(1+\sqrt{1-\tau^2})$, which is equivalent to $\tau=2\beta/(1+\beta^2)$. The derivative becomes the real part of a geometric series:

$$\frac{1-\beta^2}{1-2\beta\cos k_x+\beta^2}=\mathrm{Re}\,\frac{1+\beta e^{ik_x}}{1-\beta e^{ik_x}}=1+2\sum_{m\ge1}\beta^m\cos mk_x .$$

Integration from $k_x=0$, where $k'=0$, gives $k'=k_x+2\sum_m\beta^m\sin(mk_x)/m$. Because $\int_0^\pi\sin mk\,dk$ is $2/m$ for odd $m$ and zero for even $m$,

$$n_v=\frac{2}{\pi^2}\int_0^\pi(\pi-k')\,dk_x=1-\frac{8}{\pi^2}\chi_2(\beta),\qquad \chi_2(\beta)=\sum_{m\ \mathrm{odd}}\frac{\beta^m}{m^2} .$$

For small $t'$, $\beta\approx t'/t$ and $n_v\approx1-0.81\,t'/t$. For $\tau\to1$, $\chi_2(1)=\pi^2/8$ and $n_v\to0$: the singularity arrives at the band bottom.

For $t'=0.3t$, $\tau=0.6$, $\sqrt{1-\tau^2}=0.8$ and $\beta=0.6/1.8=1/3$. The band runs from $-2.8t$ to $5.2t$, and the curvatures at $X$ are $-0.8t$ and $3.2t$. Then

$$\varepsilon_v=-1.2t,\qquad \chi_2=\tfrac13+\tfrac1{243}+\tfrac1{6075}+\dots=0.33762,\qquad n_v=0.7263 .$$

This is 0.274 holes per site from half filling. For $t'=-0.3t$ the symmetry in (a) gives $+1.2t$ and $n_v=1.2737$.

The logarithmic amplitude is $1/(1.6\pi^2t)=0.0633/t$. Averaged over $|\varepsilon-\varepsilon_v|<0.001t$, the law in (b) gives $0.0633\,[\ln(12.8/0.001)+1]/t=0.662/t$. A direct count of states in that window gives the same value to the digits shown. The singularity is weak: each tenfold narrowing of the window adds only $0.0633\ln10/t\approx0.15/t$ to this average.

## (d) Find $n_v$ and the logarithmic amplitude for $t'>t/2$.

**Answer.** Now $\varepsilon_v=-t^2/t'$ means $w=-1/\tau$, so $1+\tau w=0$. The contour consists of the straight lines $\cos k_x=1/\tau$ and $\cos k_y=1/\tau$, which cross at the four saddles. States below $\varepsilon_v$ have a negative product, hence one negative factor. A given factor is negative for a fraction $p=\arccos(1/\tau)/\pi$ of its momenta. The choice of which factor is negative supplies one factor 2, and spin another:

$$n_v=4p(1-p).$$

At $t'=t$, $p=1/3$ and $n_v=8/9$. As $t'/t\to\infty$, $p\to1/2$ and $n_v\to1$. Thus $n_v$ falls from 1 to 0 as $t'$ grows from 0 to $t/2$, and rises again beyond:

| $t'/t$ | $\varepsilon_v/t$ | $n_v$ |
|---|---|---|
| 0 | 0 | 1 |
| 0.2 | −0.800 | 0.830 |
| 0.4 | −1.600 | 0.582 |
| 0.5 | −2.000 | 0 |
| 0.7 | −1.429 | 0.743 |
| 1.0 | −1.000 | 0.889 |

For the amplitude, let $A=1-\tau\cos k_x$ and $B=1-\tau\cos k_y$. With $k_x$ uniform on $(0,\pi)$, the probability density of $A$ at zero is $g_0=1/(\pi\tau\sin k_x)=1/(\pi\sqrt{\tau^2-1})$; the same holds for $B$. The density of the product $s=AB$ is $\int dA\,g(A)g(s/A)/|A|$. The range $|s|\ll|A|\ll1$, with both signs of $A$, contributes $2g_0^2\ln(1/|s|)$, and the rest stays bounded as $s\to0$. Since $s=\tau(\varepsilon-\varepsilon_v)/2t$,

$$D\approx\frac{\tau}{2t}\,2g_0^2\ln\frac1{|s|}=\frac{\tau}{\pi^2t(\tau^2-1)}\ln\frac{t}{|\varepsilon-\varepsilon_v|}+\text{const}.$$

Replacing $g$ by $g_0$ also needs $|A|\ll\tau-1$, so the constant depends on $\tau$. It is about $+0.15/t$ at $t'=0.7t$ and about $-3.9/t$ at $t'=0.52t$, and near $\tau=1$ the law is useful only very close to $\varepsilon_v$. At $t'=t$ the amplitude is $2/(3\pi^2t)=0.0675/t$, in agreement with the state count. The amplitudes in (b) and here both diverge as $\tau\to1$, so that case needs its own treatment.

## (e) Set $t'=t/2$ and let $E=\varepsilon+2t$ be the energy above the band bottom. Find the leading behaviour of $D$ for $E\to0^+$.

**Answer.** At $\tau=1$ the factorization reads

$$E=2t(1-\cos k_x)(1-\cos k_y)=8t\sin^2\frac{k_x}2\sin^2\frac{k_y}2 .$$

The minimum $E=0$ fills the whole lines $k_x=0$ and $k_y=0$. The edge is flat along these lines, while the band as a whole has width $8t$.

At fixed $w>-1$ the $u$-integral in (b) and its result are continuous as $\tau\to1$, so the elliptic formula still holds. Put $e=E/8t$. Then $1+w=4e$ and $1-m=(1+w)/4=e$, which gives

$$D=\frac{K(1-e)}{4\pi^2t\sqrt e} .$$

Using $K(1-e)\approx\frac12\ln(16/e)$ and $8t\sqrt{E/8t}=\sqrt{8tE}$,

$$D\approx\frac{\ln(128t/E)}{\pi^2\sqrt{8tE}}\qquad(E\to0^+).$$

This is the $\ln(1/E)/\sqrt E$ divergence. For $t'=-t/2$ the same law holds at the upper edge $+2t$, with $E$ measured downwards.

At $E=10^{-4}t$, the formula gives $14.06/(0.02828\,\pi^2t)=50.37/t$, equal to the elliptic result to these digits. Counting states in a window of $\pm5\%$ around this $E$ gives $50.39/t$. The small excess comes from averaging a convex function: the leading correction is $\frac16(0.05)^2E^2D''/D\approx3.7\times10^{-4}$ relative to $D$.

The constant inside the logarithm matters. The bare form $\ln(t/E)/(\pi^2\sqrt{8tE})$ yields 49% of $D$ at $E=10^{-2}t$ and still only 74% at $10^{-6}t$. Its ratio to the full law is $L/(L+\ln128)$ with $L=\ln(t/E)$, which reaches 90% near $E\sim10^{-19}t$.

## (f) Explain where the square root and the logarithm come from. Find the filling just above the edge, and state when the law fails.

**Answer.** Near the line $k_y=0$, away from the crossing at $\Gamma$, $E\approx2t\sin^2(k_x/2)\,k_y^2$. Each $k_x$ contributes a one-dimensional band bottom, with

$$\frac{dk_y}{dE}=\frac{1}{2\sqrt{2tE}\,\sin(k_x/2)} .$$

The strip $\pi/2<|k_x|<\pi$ therefore contributes

$$D_{\rm strip}=\frac1{2\pi^2\sqrt{2tE}}\int_{\pi/2}^{\pi}\frac{dk_x}{\sin(k_x/2)}=\frac{-\ln\tan(\pi/8)}{\sqrt2\,\pi^2\sqrt{tE}}=\frac{0.0631}{\sqrt{tE}},$$

an inverse square root without a logarithm, to leading order for $E\ll t$. The count of states in this strip at $E=10^{-6}t$ confirms the coefficient.

Towards $\Gamma$ the mass across the line grows without limit, and the integral diverges logarithmically. It is cut off where the arms along the two lines meet, $k_x\sim k_y\sim k_0$. There $E\approx tk_0^4/2$, so $k_0\sim(2E/t)^{1/4}$. Each arm gives $\int dk_x/\sin(k_x/2)\approx2\ln(1/k_0)\approx\frac12\ln(t/E)$. The two arms together give $\ln(t/E)/(2\pi^2\sqrt{2tE})$, which is the leading term of (e). The square root comes from the flat lines, and the logarithm from their crossing.

The filling remains finite because the divergence is integrable. With $d\varepsilon=8t\,de$ and spin included,

$$n\approx\frac2{\pi^2}\int_0^e\frac{\ln(16/x)}{\sqrt x}\,dx=\frac{4\sqrt e}{\pi^2}\left[\ln\frac{16}{e}+2\right],$$

after one integration by parts. At $E=10^{-4}t$ this is 0.0230 electrons per site, as the state count also finds.

The law needs $t'$ tuned to $t/2$. Otherwise the line $k_y=0$ has the dispersion $-2t-(2t-4t')\cos k_x$, of width $4t|1-\tau|$, and the treatment fails once $E$ is as small as this width. For $\tau$ slightly below 1, the formula in (b) at the band bottom $w=\tau-2$ has $m=0$ and $1+\tau w=(1-\tau)^2$. The density then starts from the finite step $D=1/[4\pi t(1-\tau)]$. Further hoppings that disperse along the lines act in the same way, and a finite level width, which this model omits, also rounds the divergence. The numerical output below lists the values used here.

## Calculated quantities

```
t'/t | E_vH (t) | n_vH (electrons/site) | n from k grid
-0.30 |   1.2000 |  1.27367 |   1.2737
 0.00 |   0.0000 |  1.00000 |   1.0001
 0.10 |  -0.4000 |  0.91802 |   0.9180
 0.20 |  -0.8000 |  0.82999 |   0.8300
 0.30 |  -1.2000 |  0.72633 |   0.7263
 0.40 |  -1.6000 |  0.58229 |   0.5823
 0.50 |  -2.0000 | -0.00000 |   0.0000
 0.70 |  -1.4286 |  0.74346 |   0.7440
 1.00 |  -1.0000 |  0.88889 |   0.8891
Worked case t'/t = 0.3
tau = 0.600, sqrt(1-tau^2) = 0.800, beta = 0.333333
chi_2(beta) = 0.337623
band bottom = -2.800 t, top = 5.200 t
curvatures at X = -0.800 and 3.200 t
van Hove energy = -1.200 t
filling = 0.72633 electrons/site
holes from half filling = 0.27367 per site
log amplitude = 0.06333 1/t
mean D within 0.001 t of E_vH: counted 0.6622 1/t
same mean from the log law: 0.6622 1/t
Log amplitude at t'/t = 1
counted 0.06755 1/t, formula 0.06755 1/t
Flat edge t'/t = 0.5; E above bottom in t, D in 1/t
E | D counted | D elliptic | D asymptote | bare log/elliptic
1e-02 | 3.3900 | 3.3886 | 3.3878 | 0.4868
1e-04 | 50.3937 | 50.3750 | 50.3749 | 0.6550
1e-06 | 668.9562 | 668.7170 | 668.7170 | 0.7401
Growth of sqrt(E) D per unit of ln(1/E), in t^(-1/2)
counted 0.03582, formula 0.03582
Strip pi/2 < |kx| < pi: sqrt(E) D at smallest E, in t^(-1/2)
counted 0.06317, formula 0.06315
Filling up to E = 1e-04 t, in electrons/site
counted 0.023016, formula 0.023016
```
